# Schwenke coefficients, effective exponents and shifted cardinal numbers in two-point extrapolation, part 2

Three recipes estimate the basis-set limit \(E_\infty\) of the correlation energy from energies \(E_X\neq E_Y\) at two cardinal numbers \(X<Y\) (\(n=3\) for triple zeta, and so on):

\[
E_\infty=E_X+F\,(E_Y-E_X), \tag{1}
\]

\[
E_n=E_\infty+B\,n^{-\alpha}, \tag{2}
\]

\[
E_n=E_\infty+C\,(n+a)^{-3}. \tag{3}
\]

The amplitudes \(B\), \(C\) follow from the two energies; \(F\), \(\alpha\) or \(a\) is fixed beforehand. With residuals \(\varepsilon_n=E_n-E_\infty\) and \(q=\varepsilon_X/\varepsilon_Y\), one has \(F=q/(q-1)\), \(q=F/(F-1)\), and \(q=(Y/X)^\alpha\) or \(q=[(Y+a)/(X+a)]^3\). Hence

\[
F=\frac{1}{1-(X/Y)^{\alpha}}=\frac{1}{1-[(X+a)/(Y+a)]^{3}}. \tag{12}
\]

For a fixed pair, each \(F>1\) corresponds to exactly one \(\alpha>0\) and one \(a>-X\), all giving the same limit.

The example is CO at 2.13 bohr: density-fitted MP2 valence correlation energies in cc-pV\(n\)Z, in hartree (Eh in the table of values), \(E_3=-0.354894\), \(E_4=-0.380781\), \(E_5=-0.391479\). The reference limit \(E_{\rm ref}=-0.401792\) is the sum of singlet-pair and triplet-pair parts (superscripts s and t), extrapolated separately from \(n=4,5\) with \(n^{-3}\) and \(n^{-5}\). These powers are assumed; using \((n+1)^{-3}\) for the singlets instead lowers the reference by 2.9 millihartree. Calibrating the pair (3,4) to \(E_{\rm ref}\) gave \(F=1.812\), \(\alpha=2.791\), \(a=0.259\).

The question now is: if the parameters are equivalent, is an uncertainty of 0.1 equally serious in each?

**A:** No. Equivalent parameters have different scales, and the derivatives supply the exchange rates. From \(F=q/(q-1)\),

\[
\frac{dF}{dq}=\frac{(q-1)-q}{(q-1)^2}=-\frac{1}{(q-1)^2},\qquad
F(F-1)=\frac{q}{(q-1)^2}. \tag{14}
\]

So \(dF/dq=-F(F-1)/q\), and it remains to find \(dq/q=d\ln q\) for each law. For the power law, \(\ln q=\alpha\ln(Y/X)\). For the shifted law, \(\ln q=3\ln(Y+a)-3\ln(X+a)\), whose derivative is

\[
\frac{d\ln q}{da}=\frac{3}{Y+a}-\frac{3}{X+a}=-\frac{3(Y-X)}{(X+a)(Y+a)} .
\]

Multiplying by \(-F(F-1)\) gives

\[
\frac{dF}{d\alpha}=-F(F-1)\ln\frac{Y}{X},\qquad
\frac{dF}{da}=\frac{3F(F-1)(Y-X)}{(X+a)(Y+a)}. \tag{15}
\]

The signs are opposite. A larger exponent means faster convergence and less left to add; a larger shift means slower relative convergence and more to add.

**Q:** What does that mean in energy for CO?

**A:** At the calibrated point (15) gives \(dF/d\alpha=-0.423\) and \(dF/da=0.318\). The limit changes by \((E_4-E_3)\,dF\), with \(E_4-E_3=-25.9\) millihartree. To first order, raising \(\alpha\) by 0.1 changes the limit by \((-25.9)(-0.0423)=+1.1\) millihartree. Raising \(a\) by 0.1 changes it by \((-25.9)(0.0318)=-0.8\) millihartree. An uncertainty quoted for one parameter must be converted before it is compared with another.

The ratio of the two derivatives in (15) gives the slope of the conversion itself. At \(a=0\),

\[
\frac{d\alpha}{da}=-\frac{3(Y-X)}{XY\ln(Y/X)}, \tag{16}
\]

which is \(-0.869\) for the pair (3,4). A small positive shift is thus an exponent slightly below three.

**Q:** So I calibrate once, on (3,4), and then use my number for (4,5). Which of the three should I carry over?

**A:** That question already leaves the equivalence, which was shown for one fixed pair. Look first at \(F\). For neighbouring cardinal numbers, \(Y=X+1\), put \(s=X+a\) and \(h=1/s\). The shifted law gives \(q=(1+h)^3\), so

\[
F=1+\frac{1}{(1+h)^3-1}=1+\frac{1}{3h}\,\frac{1}{1+h+h^2/3}.
\]

For small \(h\), use \(1/(1+u)=1-u+u^2-\dots\) with \(u=h+h^2/3\). Through second order the last factor is \(1-h-h^2/3+h^2=1-h+\tfrac23h^2\). Hence

\[
F=\frac{s+2}{3}+\frac{2}{9s}+O(s^{-2}). \tag{17}
\]

At \(s=3\) this gives 1.741, against 1.730 from the full formula. The coefficient grows by about one third for each step in cardinal number, even if \(a\) stays the same. An \(F\) calibrated for (3,4) is therefore too small for (4,5) if either law with a constant parameter holds.

**Q:** You derived the growth for the shifted law. Does it hold for the power law too?

**A:** Yes. At fixed \(\alpha\), \(q=(1+1/X)^\alpha\) for neighbouring numbers falls towards one as \(X\) grows, so \(F\) rises. For \(\alpha=2.5\), the values are 1.570, 1.950 and 2.339 for the pairs (2,3), (3,4) and (4,5). A linear coefficient belongs to its pair, and has to be tabulated for each.

**Q:** Then I carry over \(\alpha\) or \(a\). They are the same thing, by your own conversion.

**A:** The conversion contains \(X\) and \(Y\). Multiply both cardinal numbers by a factor \(k\) in

\[
a(X,Y)=\frac{Y-X}{(Y/X)^{\alpha/3}-1}-X .
\]

The ratio \(Y/X\) is unchanged, while \(Y-X\) and \(X\) are multiplied by \(k\), so

\[
a(kX,kY)=k\,a(X,Y)\qquad\text{at fixed }\alpha . \tag{18}
\]

Unless \(\alpha=3\), where \(a=0\), a constant exponent demands a shift that grows in magnitude with the basis. For \(\alpha=2.5\) the equivalent shifts are 0.488, 0.691 and 0.893 for the same three pairs. Holding \(a\) constant and holding \(\alpha\) constant are two different hypotheses.

**Q:** Can I see the difference in the laws themselves, without reference to pairs?

**A:** Compare their local exponents, the rate at which the logarithm of the residual falls with the logarithm of \(n\). The power law has the constant \(\alpha\). For the shifted law,

\[
-\frac{d\ln(n+a)^{-3}}{d\ln n}=3n\,\frac{d\ln(n+a)}{dn}=\frac{3n}{n+a}. \tag{19}
\]

For \(a>0\) this starts below three and rises towards three as \(n\) grows; for \(a<0\) it falls towards three from above. The shifted law keeps the cubic asymptotic form and corrects it at small \(n\). The power law with \(\alpha\neq3\) changes the asymptotic form itself. If the cubic form is right at large \(n\), the effective exponent is a description of a limited range.

**Q:** Suppose both laws are matched on one pair, so they give the same limit. At a third cardinal number, which one predicts the lower energy?

**A:** This has a definite answer. Let both laws pass through \(E_X\) and \(E_Y\) with the same limit, and let the residuals be positive. Define, with \(t=\ln n\),

\[
g(t)=\ln\left[C(n+a)^{-3}\right]-\ln\left[B\,n^{-\alpha}\right],
\]

the logarithm of the shifted residual over the power-law residual. It vanishes at \(n=X\) and \(n=Y\). Its first derivative is \(\alpha-3n/(n+a)\), by (19). Differentiate again, using \(d/dt=n\,d/dn\):

\[
g''(t)=-3n\,\frac{(n+a)-n}{(n+a)^2}=-\frac{3an}{(n+a)^2}. \tag{20}
\]

For \(a>0\), \(g\) is strictly concave. A strictly concave function with two zeros is positive between them and negative outside. So outside the pair the shifted law has the smaller residual, which here means the lower energy, and between the points the larger one. For \(a<0\), \(g\) is convex and both statements reverse. This holds wherever \(n+a>0\).

**Q:** Then a third energy can tell me which law is right?

**A:** It can distinguish them, which is less. Suppose each law were fitted through three energies, with its own parameter and its own limit. If the two limits agreed, \(g\) would have three zeros, which strict concavity or convexity forbids unless \(a=0\). So the limits differ whenever the laws do. But a third energy may also fit neither law with the calibrated parameter. CO, with the reference used here, is such a case. With the parameters from the pair (3,4), the predictions for \(n=5\) are

- power law: \(-0.390521\) hartree,
- shifted law: \(-0.390632\) hartree,
- computed: \(-0.391479\) hartree.

The shifted law lies lower, as (20) requires for \(a>0\). The two predictions differ by 0.11 millihartree, while they lie 0.96 and 0.85 millihartree above the computed energy.

**Q:** So the shifted law wins, if only by a little.

**A:** I would not draw that from these numbers. The reference limit was built from \(E_5\), so the comparison is not independent. And the gap between the laws is small beside the error they share. The example shows that the laws are not equivalent at a third point. With this reference, the difference between them is smaller than the error either one makes at \(n=5\). Another reference would change the calibrated parameters and could reverse that order.

**Q:** How does that appear in the transferred limits?

**A:** Apply each parameter, unchanged, to \(E_4\) and \(E_5\), and compare with the reference of \(-0.401792\) hartree:

- same \(F\): \(-0.400162\) hartree, 1.6 millihartree above;
- same \(\alpha\): \(-0.403860\) hartree, 2.1 millihartree below;
- same \(a\): \(-0.403597\) hartree, 1.8 millihartree below.

On the pair (3,4) the three parameters gave one limit; on (4,5) they give three. The order of the last two follows from (19). With \(a>0\), the shifted law has a larger effective exponent on the later pair, so it extrapolates by less than the power law.

**Q:** I expected a larger basis pair to improve matters. Why do constant \(\alpha\) and constant \(a\) both overshoot?

**A:** Because relative to this reference the later pair needs a larger exponent. The required coefficient is

\[
F=\frac{E_{\rm ref}-E_4}{E_5-E_4}=\frac{-21.011}{-10.698}=1.964,
\]

so \(q=1.964/0.964=2.037\) and \(\alpha=\ln2.037/\ln(5/4)=3.19\), instead of 2.79. Both overshoots are smaller than the 2.9 millihartree by which the shifted singlet law moved the reference. Recalibrated to that lower reference, constant \(\alpha\) overshoots by 0.7 and constant \(a\) by 0.1 millihartree, so the size of the overshoot depends strongly on the reference.

A value above three follows from how the reference was made. On the pair (4,5) the singlet residuals shrink by \((5/4)^3\) and the triplet residuals by \((5/4)^5\). The total ratio is

\[
q=\frac{(5/4)^3\varepsilon_5^{\rm s}+(5/4)^5\varepsilon_5^{\rm t}}{\varepsilon_5^{\rm s}+\varepsilon_5^{\rm t}},
\]

an average with positive weights, so the effective exponent must lie between three and five. On (3,4) no such restriction was imposed, and the singlet part alone has \(\alpha=2.59\). Whether that low value reflects the triple-zeta basis or an imperfect reference cannot be decided from these data.

**Q:** In practice parameters are calibrated on many molecules. If I fit \(F\) and you fit \(\alpha\), do we end up with equivalent answers?

**A:** Yes, if we minimize the same error in the limits, for the same pair, and the best \(F\) exceeds one. Each \(F\) then corresponds to one \(\alpha\) and one \(a\) that produce the same limits for all members of the set. The sum of squared errors has the same values under three labels, so the minimum is the same point. In \(F\) the problem is linear. Write \(d=E_Y-E_X\) and \(t=E_{\rm ref}-E_X\) for each member. The error of its limit is \(Fd-t\), and setting the derivative of the sum of squares to zero gives

\[
\sum 2d\,(Fd-t)=0\quad\Rightarrow\quad F=\frac{\sum d\,t}{\sum d^2}. \tag{21}
\]

No iteration is needed; \(\alpha\) and \(a\) follow by conversion.

**Q:** Try it on something, however small.

**A:** Use the singlet and triplet energies of CO as a training set of two, for the pair (3,4). In millihartree, the singlet part has \(d=-20.543\) and \(t=-39.142\); the triplet part has \(d=-5.343\) and \(t=-7.756\). Then

\[
F=\frac{804.1+41.4}{422.0+28.5}=1.877 .
\]

Separate numerical minimizations over \(\alpha\) and over \(a\) give 2.646 and 0.462, and the check confirms that these are the converted values of the fitted \(F\).

The result differs from the 1.812 found for the total energy because the weighting differs. The total has \(F=\sum t/\sum d\), which weights the individual coefficients \(t/d\) by \(d\), whereas (21) weights them by \(d^2\) and so favours the singlet part more.

**Q:** Instead of a joint fit, I could find the best parameter for each member and average. Is that also independent of the label?

**A:** No. The individual values are \(F=1.905\), \(\alpha=2.587\) for the singlet part and \(F=1.452\), \(\alpha=4.059\) for the triplet part. The mean coefficient is 1.678. The mean exponent is 3.323, which converts to \(F=1.625\).

The sign of the discrepancy is general. With \(\lambda=\ln(Y/X)\), equation (15) reads \(F'=-\lambda(F^2-F)\), where the prime denotes \(d/d\alpha\). Differentiating once more,

\[
F''=-\lambda(2F-1)F'=\lambda^2(2F-1)F(F-1)>0\quad\text{for }F>1. \tag{22}
\]

So \(F\) is a convex function of \(\alpha\), and its value at the mean exponent cannot exceed the mean of its values. An averaged exponent therefore extrapolates by no more than an averaged coefficient. The two procedures agree when all members share one exponent.

**Q:** Is there any reason left to prefer one form, when the pair is fixed and the parameter is given?

**A:** Not for the limit. The linear form does make one property easy to see. If the same \(F\) is used for all species, \(E_\infty=FE_Y-(F-1)E_X\) is linear in the energies. Extrapolating a reaction energy then gives the same result as extrapolating each species and subtracting, and two separated fragments extrapolate to the sum of their limits, provided the method's energies are additive. By conversion, this also holds for a common \(\alpha\) or a common \(a\). It is lost in general when the parameter is adjusted separately for each species, whichever name the parameter has.

For a new pair, the choice becomes a physical hypothesis. Constant \(a\) assumes that convergence becomes cubic at large \(n\); constant \(\alpha\) assumes a single power over the range used. Constant \(F\) from one pair of neighbouring cardinal numbers to the next, as from (3,4) to (4,5), agrees with neither. By (12), it coincides with constant \(\alpha\) only between pairs of equal ratio \(Y/X\), such as (2,3) and (4,6).

## Values computed for the example and the checks

```
CO bond length: 2.13 bohr
n=3: basis functions 60, MP2 correlation -0.354894 Eh
n=3: singlet -0.219737 Eh, triplet -0.135157 Eh
n=4: basis functions 110, MP2 correlation -0.380781 Eh
n=4: singlet -0.240280 Eh, triplet -0.140500 Eh
n=5: basis functions 182, MP2 correlation -0.391479 Eh
n=5: singlet -0.249356 Eh, triplet -0.142123 Eh
reference singlet limit: -0.258879 Eh
reference triplet limit: -0.142913 Eh
reference total limit: -0.401792 Eh
E_4 - E_3: -25.887 mEh
E_ref - E_3: -46.898 mEh
calibrated F, pair (3,4): 1.81166
residual ratio q = F/(F-1): 2.23204
cube root of q: 1.30687
equivalent alpha: 2.79098
equivalent shift a: 0.25866
limit from alpha: -0.401792 Eh
limit from a: -0.401792 Eh
plain cubic F, pair (3,4): 1.72973
plain cubic limit, pair (3,4): -0.399671 Eh
plain cubic minus reference: 2.121 mEh
dF/dalpha at calibration: -0.42303
dF/da at calibration: 0.31788
dalpha/da at a=0, pair (3,4): -0.86901
large-s estimate of F, s=3: 1.74074
n=5 predicted by alpha law: -0.390521 Eh
n=5 predicted by shifted law: -0.390632 Eh
alpha law minus computed, n=5: 0.9584 mEh
shifted law minus computed, n=5: 0.8465 mEh
(4,5) limit, F transferred: -0.400162 Eh
(4,5) limit, alpha transferred: -0.403860 Eh
(4,5) limit, a transferred: -0.403597 Eh
alpha=2.5, pair (2, 3): F 1.56958, a 0.48767
alpha=2.5, pair (3, 4): F 1.94985, a 0.69123
alpha=2.5, pair (4, 5): F 2.33882, a 0.89319
singlet: F 1.90530, alpha 2.58664
triplet: F 1.45163, alpha 4.05855
least-squares F: 1.87656
least-squares alpha: 2.6459
least-squares a: 0.4623
mean of the two F: 1.67847
mean of the two alpha: 3.32259
F converted from mean alpha: 1.62466
```
